# How a gap error enters the hole masses along [001]: a numerical check

```python
"""Result under test: in zinc-blende the heavy-hole (hh) mass along [001] has
no direct k.p coupling to the conduction s state S, so moving S changes the
light-hole (lh) mass but not the hh mass:
    1/m_hh = -1 + A_X,    1/m_lh = -1 + A_X/3 + 2 A_Z/3,
    A_i = sum_n 2 |<n|p_z|i>|^2 / (E_n - E_v),  n outside the valence triplet.
X, Y, Z: valence p-like states; E_v: fourfold valence top; P = |<S|p_z|Z>|;
E_P = 2 P^2; E_g = E_S - E_v. Hartree atomic units; hole masses are positive.
Masses are obtained independently from finite differences of plane-wave bands.
"""
import itertools
import numpy as np
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
LATTICE = 10.5
SPIN_ORBIT = 0.01
ERROR = -0.01
V220 = 0.005
V220_CHANGED = 0.003
SYMMETRIC = {3: -0.12, 11: 0.03}
ANTISYMMETRIC = {3: 0.03, 4: 0.02}

# Reciprocal vectors of the fcc lattice: indices all even or all odd.
MILLER = np.array([g for g in itertools.product(range(-4, 5), repeat=3)
                   if len({abs(c) % 2 for c in g}) == 1
                   and sum(c * c for c in g) <= 24])
G = 2 * np.pi / LATTICE * MILLER
N = len(G)
I2 = np.eye(2)
PAULI = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
LEVI = np.zeros((3, 3, 3))
for i, j, k in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    LEVI[i, j, k], LEVI[i, k, j] = 1, -1


def build(v220):
    """Spinless states at Gamma and the valence spin-orbit operator."""
    diff = MILLER[:, None, :] - MILLER[None, :, :]
    norm2 = (diff ** 2).sum(-1)
    phase = np.pi / 4 * diff.sum(-1)
    pot = np.zeros((N, N), complex)
    for shell, v in {**SYMMETRIC, 8: v220}.items():
        pot += v * (norm2 == shell) * np.cos(phase)
    for shell, v in ANTISYMMETRIC.items():
        pot += 1j * v * (norm2 == shell) * np.sin(phase)
    eps, states = np.linalg.eigh(np.diag((G ** 2).sum(1) / 2) + pot)
    # Level order: s-like valence, p triplet, S singlet, p-like triplet.
    assert np.ptp(eps[1:4]) < 1e-9 and np.ptp(eps[5:8]) < 1e-9
    assert eps[4] - eps[3] > 0.012 and eps[5] - eps[4] > 1e-3
    s_state, triplet = states[:, 4], states[:, 1:4]
    raw = triplet @ (triplet.conj().T @ (G * s_state[:, None]))
    p_element = np.linalg.norm(raw[:, 2])
    xyz = raw / p_element
    # Orthonormality here means <S|p_i|j> = P delta_ij.
    assert np.allclose(xyz.conj().T @ xyz, np.eye(3), atol=1e-8)
    so = sum(np.kron(xyz @ (-1j * LEVI[c]) @ xyz.conj().T, PAULI[c])
             for c in range(3)) * SPIN_ORBIT / 3
    return dict(pot=pot, eps=eps, states=states, s=s_state, xyz=xyz,
                P=p_element, so=so, top=eps[1] + SPIN_ORBIT / 3)


def hamiltonian(m, kvec, shift=None, cut=False):
    """Plane-wave H(k); shift moves Gamma levels, cut removes S-valence k.p."""
    h = np.diag(((G + kvec) ** 2).sum(1) / 2) + m["pot"]
    if shift is not None:
        h = h + (m["states"] * shift) @ m["states"].conj().T
    if cut:
        ps = np.outer(m["s"], m["s"].conj())
        pv = m["xyz"] @ m["xyz"].conj().T
        link = ps @ ((G @ kvec)[:, None] * pv)
        h = h - link - link.conj().T
    return np.kron(h, I2) + m["so"]


def inverse_masses(m, direction, shift=None, cut=False):
    """Inverse masses (steeper pair, flatter pair), Richardson extrapolated."""
    unit = np.array(direction, float) / np.linalg.norm(direction)

    def top_levels(q):
        return np.linalg.eigvalsh(hamiltonian(m, q * unit, shift, cut))[4:8]

    e0 = top_levels(0.0).mean()

    def curvature(q):
        e = top_levels(q) - e0
        return -2 / q ** 2 * np.array([e[:2].mean(), e[2:].mean()])

    return (4 * curvature(0.001) - curvature(0.002)) / 3


def sums(m, shift=None, power=1):
    """Second-order sums A_X, A_Z and mixed A_N over states off the triplet."""
    de = m["eps"] + (0 if shift is None else shift) - m["top"]
    keep = np.r_[0, 4:N]
    el = np.array([m["states"].conj().T @ (G[:, [c]] * m["xyz"])
                   for c in range(3)])[:, keep]
    w = 2 / de[keep] ** power
    ax = (w * abs(el[2, :, 0]) ** 2).sum()
    az = (w * abs(el[2, :, 2]) ** 2).sum()
    an = (w * (el[0, :, 0].conj() * el[1, :, 1]
               + el[1, :, 0].conj() * el[0, :, 1]).real).sum()
    return ax, az, an


def formula_001(a):
    return np.array([-1 + a[0] / 3 + 2 * a[1] / 3, -1 + a[0]])


def luttinger(a):
    return -1 + (a[1] + 2 * a[0]) / 3, (a[1] - a[0]) / 6, a[2] / 6


def formula_110(a):
    g1, g2, g3 = luttinger(a)
    root = np.sqrt(g2 ** 2 + 3 * g3 ** 2)
    return np.array([g1 + root, g1 - root])


model = build(V220)
only_s = np.zeros(N)
only_s[4] = 1
all_c = np.zeros(N)
all_c[4:] = 1
gap = model["eps"][4] - model["top"]
remote_gap = model["eps"][5] - model["top"]
ep = 2 * model["P"] ** 2
a0 = sums(model)

# Masses along [001]: band curvature against second-order sums.
base = inverse_masses(model, (0, 0, 1))
assert np.allclose(base, formula_001(a0), rtol=3e-4)
assert base[0] > base[1] > 0

# Direct coupling strengths taken from the actual band eigenvectors.
vec = np.linalg.eigh(hamiltonian(model, np.array([0, 0, 1e-4])))[1][:, 4:8]
amp = np.einsum("g,gsb->sb", (G[:, 2] * model["s"]).conj(),
                vec.reshape(N, 2, 4))
strength = 2 * (abs(amp) ** 2).sum(0)
lh_strength, hh_strength = strength[:2].mean(), strength[2:].mean()
assert abs(lh_strength / (2 * ep / 3) - 1) < 1e-3
assert hh_strength < 1e-7 * ep

# Gap error 1: only S moves.
s_moved = inverse_masses(model, (0, 0, 1), ERROR * only_s)
lh_predicted = base[0] + 2 * ep / 3 * (1 / (gap + ERROR) - 1 / gap)
assert abs(s_moved[0] / lh_predicted - 1) < 5e-4
assert abs(s_moved[1] - base[1]) < 1e-5
assert s_moved[0] > 1.05 * base[0]

# Logarithmic sensitivity to the S energy.
d = 5e-4
up = inverse_masses(model, (0, 0, 1), d * only_s)
down = inverse_masses(model, (0, 0, 1), -d * only_s)
log_slope_s = -gap * (np.log(up) - np.log(down)) / (2 * d)
lh_log_formula = 2 * ep / (3 * gap * base[0])
assert abs(log_slope_s[0] / lh_log_formula - 1) < 3e-3
assert abs(log_slope_s[1]) < 1e-3

# Gap error 2: all conduction states move.
c_moved = inverse_masses(model, (0, 0, 1), ERROR * all_c)
assert np.allclose(c_moved, formula_001(sums(model, ERROR * all_c)), rtol=5e-4)
up = inverse_masses(model, (0, 0, 1), d * all_c)
down = inverse_masses(model, (0, 0, 1), -d * all_c)
slope_c = -(np.log(up) - np.log(down)) / (2 * d)
mean_denominator = a0[0] / sums(model, power=2)[0]
hh_slope_formula = (1 + 1 / base[1]) / mean_denominator
assert abs(slope_c[1] / hh_slope_formula - 1) < 3e-3
assert slope_c[1] < slope_c[0]

# Cause: without the S-valence element, the S energy affects neither mass.
cut0 = inverse_masses(model, (0, 0, 1), cut=True)
cut1 = inverse_masses(model, (0, 0, 1), ERROR * only_s, cut=True)
lh_without_s = formula_001(a0)[0] - 2 * ep / (3 * gap)
assert np.allclose(np.sort(cut0), np.sort([lh_without_s, base[1]]), atol=2e-3)
assert np.allclose(cut0, cut1, atol=1e-4)

# Contrast: along [110] warping lets S act on the heavy hole.
diag0 = inverse_masses(model, (1, 1, 0))
diag1 = inverse_masses(model, (1, 1, 0), ERROR * only_s)
assert np.allclose(diag0, formula_110(a0), rtol=1e-3)
assert np.allclose(diag1, formula_110(sums(model, ERROR * only_s)), rtol=1e-3)
assert abs(diag1[1] - diag0[1]) > 100 * abs(s_moved[1] - base[1])

# Gap error 3: the potential changes, hence energies and matrix elements.
other = build(V220_CHANGED)
other_gap = other["eps"][4] - other["top"]
v_moved = inverse_masses(other, (0, 0, 1))
assert other_gap < gap
assert abs(np.log(v_moved[1] / base[1])) < abs(np.log(v_moved[0] / base[0]))


def percent(new, old):
    """Percentage change of the mass, from inverse masses."""
    return 100 * (old / new - 1)


def show(label, value, unit="", digits=5):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


show("Lattice constant", LATTICE, "bohr", 1)
print("Plane waves:", N)
for shell, v in {**SYMMETRIC, 8: V220}.items():
    show(f"Symmetric form factor, |G|^2 index {shell}", v, "hartree", 3)
for shell, v in ANTISYMMETRIC.items():
    show(f"Antisymmetric form factor, index {shell}", v, "hartree", 3)
show("Valence spin-orbit splitting", SPIN_ORBIT, "hartree", 3)
show("Gap E_g", gap, "hartree")
show("Gap E_g converted", gap * HARTREE_EV, "eV", 3)
show("Distance to next conduction triplet", remote_gap, "hartree")
show("Momentum element P", model["P"], "a.u.")
show("E_P = 2P^2", ep, "hartree")
show("lh coupling strength to S", lh_strength, "hartree")
print(f"hh coupling strength to S: {hh_strength:.1e} hartree")
show("A_X", a0[0])
show("A_Z", a0[1])
show("S part of A_Z, E_P/E_g", ep / gap)
show("Remote part B_Z", a0[1] - ep / gap)
show("1/m_lh [001]", base[0])
show("1/m_hh [001]", base[1])
show("m_lh [001]", 1 / base[0], "electron masses")
show("m_hh [001]", 1 / base[1], "electron masses")
show("Imposed level error", ERROR, "hartree", 3)
show("Gap after level error", gap + ERROR, "hartree")
for name, new in [("S moved", s_moved), ("All conduction moved", c_moved),
                  ("Potential changed", v_moved)]:
    show(f"{name}: m_lh", 1 / new[0], "electron masses")
    show(f"{name}: m_hh", 1 / new[1], "electron masses")
    show(f"{name}: change of m_lh", percent(new[0], base[0]), "%", 2)
    show(f"{name}: change of m_hh", abs(percent(new[1], base[1]))
         if name == "S moved" else percent(new[1], base[1]), "%", 2)
show("d ln m_lh / d ln E_g, S moved", log_slope_s[0], "", 4)
show("Mean remote denominator for hh", mean_denominator, "hartree")
show("d ln m_lh / dE, all moved", slope_c[0], "per hartree", 3)
show("d ln m_hh / dE, all moved", slope_c[1], "per hartree", 3)
show("1/m_lh with S-valence coupling deleted", lh_without_s)
for name, g in zip(("gamma1", "gamma2", "gamma3"), luttinger(a0)):
    show(name, g)
show("m_hh [110]", 1 / diag0[1], "electron masses")
show("m_hh [110], S moved", 1 / diag1[1], "electron masses")
show("Change of m_hh [110], S moved", percent(diag1[1], diag0[1]), "%", 3)
show("Changed 220 form factor", V220_CHANGED, "hartree", 3)
show("Gap with changed potential", other_gap, "hartree")
show("E_P with changed potential", 2 * other["P"] ** 2, "hartree")
print("OK")
```

Running it gives:

```
Lattice constant: 10.5 bohr
Plane waves: 137
Symmetric form factor, |G|^2 index 3: -0.120 hartree
Symmetric form factor, |G|^2 index 11: 0.030 hartree
Symmetric form factor, |G|^2 index 8: 0.005 hartree
Antisymmetric form factor, index 3: 0.030 hartree
Antisymmetric form factor, index 4: 0.020 hartree
Valence spin-orbit splitting: 0.010 hartree
Gap E_g: 0.04930 hartree
Gap E_g converted: 1.342 eV
Distance to next conduction triplet: 0.15327 hartree
Momentum element P: 0.59881 a.u.
E_P = 2P^2: 0.71715 hartree
lh coupling strength to S: 0.47810 hartree
hh coupling strength to S: 1.0e-17 hartree
A_X: 3.50519
A_Z: 16.14808
S part of A_Z, E_P/E_g: 14.54596
Remote part B_Z: 1.60212
1/m_lh [001]: 10.93378
1/m_hh [001]: 2.50519
m_lh [001]: 0.09146 electron masses
m_hh [001]: 0.39917 electron masses
Imposed level error: -0.010 hartree
Gap after level error: 0.03930 hartree
S moved: m_lh: 0.07462 electron masses
S moved: m_hh: 0.39917 electron masses
S moved: change of m_lh: -18.41 %
S moved: change of m_hh: 0.00 %
All conduction moved: m_lh: 0.07397 electron masses
All conduction moved: m_hh: 0.36400 electron masses
All conduction moved: change of m_lh: -19.12 %
All conduction moved: change of m_hh: -8.81 %
Potential changed: m_lh: 0.08000 electron masses
Potential changed: m_hh: 0.40417 electron masses
Potential changed: change of m_lh: -12.53 %
Potential changed: change of m_hh: 1.25 %
d ln m_lh / d ln E_g, S moved: 0.8869
Mean remote denominator for hh: 0.15489 hartree
d ln m_lh / dE, all moved: 19.009 per hartree
d ln m_hh / dE, all moved: 9.033 per hartree
1/m_lh with S-valence coupling deleted: 1.23648
gamma1: 6.71949
gamma2: 2.10715
gamma3: 2.83331
m_hh [110]: 0.72527 electron masses
m_hh [110], S moved: 0.72162 electron masses
Change of m_hh [110], S moved: -0.503 %
Changed 220 form factor: 0.003 hartree
Gap with changed potential: 0.04232 hartree
E_P with changed potential: 0.71593 hartree
OK
```
